# Good high-field breakdown fits do not fix life at operating voltage

**Q:** I have breakdown lives for a dielectric between two metal lines: $10^5$ s at 4 MV/cm and $2\times10^3$ s at 5 MV/cm. I can fit an E law, with $\ln(\text{life})$ linear in field, or an inverse-E law, with $\ln(\text{life})$ linear in $1/E$. Both describe my test range well. Surely either can then be used at the operating field of 0.5 MV/cm, give or take the fitting error?

**A:** Calibrate both on the same data and subtract them. Let $\eta(E)$ be the characteristic life, by which 63.2 % of the samples have failed. Assume one failure mode and the same temperature in test and use. $E$ is voltage divided by spacing, and logarithms refer to lives in seconds. The laws are

$$\ln\eta_E=a-\gamma E,\qquad \ln\eta_I=b+\frac{G}{E}.$$

Both must give $\eta_1$ at $E_1$ and $\eta_2<\eta_1$ at $E_2>E_1$. Subtracting the two conditions for each law removes $a$ and $b$:

$$\ln\frac{\eta_1}{\eta_2}=\gamma(E_2-E_1),\qquad \ln\frac{\eta_1}{\eta_2}=G\left(\frac1{E_1}-\frac1{E_2}\right)=G\,\frac{E_2-E_1}{E_1E_2}.$$

The left sides are equal, so $G=\gamma E_1E_2$. For your data, $\gamma=\ln 50/(1\ \text{MV/cm})=3.912$ cm/MV and $G=3.912\times4\times5=78.24$ MV/cm.

Now measure each law from the shared point $(E_1,\eta_1)$:

$$\ln\frac{\eta_I}{\eta_E}=G\left(\frac1E-\frac1{E_1}\right)+\gamma(E-E_1).$$

With $G=\gamma E_1E_2$, the first term is $\gamma E_2(E_1-E)/E=-\gamma(E-E_1)E_2/E$. Taking out the common factor gives

$$\ln\frac{\eta_I}{\eta_E}=\gamma(E-E_1)\left(1-\frac{E_2}{E}\right)=\frac{\gamma(E-E_1)(E-E_2)}{E}.$$

**Q:** That vanishes at both test fields, as it must. How large is it between them?

**A:** Expand it as $\gamma[E-(E_1+E_2)+E_1E_2/E]$. Its derivative, $\gamma(1-E_1E_2/E^2)$, vanishes at $E_m=\sqrt{E_1E_2}=4.47$ MV/cm. There the expression equals

$$\gamma\left(2\sqrt{E_1E_2}-E_1-E_2\right)=-\gamma\left(\sqrt{E_2}-\sqrt{E_1}\right)^2=-0.218.$$

So inside the window the lives differ by at most a factor $e^{0.218}=1.24$. At 0.5 MV/cm the same formula gives

$$\frac{3.912\times(-3.5)\times(-4.5)}{0.5}=123.2,$$

which is 53.5 powers of ten.

**Q:** How can one formula be so small in one place and so large in the other?

**A:** Write $\Delta=\gamma(\sqrt{E_2}-\sqrt{E_1})^2$ for the largest gap in the window. Multiplying and dividing by $(\sqrt{E_2}+\sqrt{E_1})^2$ gives

$$\Delta=\frac{\gamma(E_2-E_1)^2}{(\sqrt{E_2}+\sqrt{E_1})^2}.$$

At fixed $\gamma$, narrowing the window around a field $E_0$ makes $\Delta$ vanish as the square of the width. The gap at a lower field does not vanish with it: it tends to $\gamma(E-E_0)^2/E$. Agreement over a narrow window mostly says that two smooth curves share a value and a slope there.

The slopes then part. The decrease of $\ln\eta$ per unit field is $\gamma$ for the E law and $G/E^2$ for the inverse-E law. At 0.5 MV/cm these are 3.9 and 313 cm/MV. As $E\to0$, the E law tends to the finite life $\eta_1e^{\gamma E_1}$, about $2\times10^4$ years here, while the inverse-E life diverges as $e^{G/E}$.

**Q:** Perhaps those are two extreme choices. Would a compromise law settle the matter?

**A:** It would add another answer. Measure $E$ in MV/cm, so that powers of it are pure numbers, and consider

$$\ln\eta_p=c_p-K_p\,\frac{E^p-1}{p}.$$

Here $p=1$ is the E law, $p=1/2$ a root-E law, and $p=-1$ the inverse-E law. The limit $p\to0$ replaces the fraction by $\ln E$ and gives a power law. The fraction rises with $E$ for every $p$, so $K_p>0$ when life falls with field.

Calibrate two members, $p<q$, at the same two points, and let $D=\ln\eta_p-\ln\eta_q$. Since the derivative of $(E^p-1)/p$ is $E^{p-1}$,

$$D'(E)=-K_pE^{p-1}+K_qE^{q-1}=E^{p-1}\left(K_qE^{q-p}-K_p\right).$$

The bracket rises steadily from negative to positive, so $D$ first falls and then rises. Its two zeros at $E_1$ and $E_2$ are therefore its only zeros, and it is positive below the window. Within this family, a smaller $p$ always predicts a longer life at low field.

For your data the predicted characteristic lives at 0.5 MV/cm are $10^{10.95}$ s (E), $10^{14.3}$ s (root-E), $10^{20.8}$ s (power) and $10^{64.5}$ s (inverse-E).

**Q:** Then I will test at a third field, between 4 and 5 MV/cm, and keep the law that fits better. I have 20 samples per field.

**A:** The scatter decides whether that works. Suppose failure times are independent and Weibull distributed with shape $\beta=2$ at every field. Then $X=(t/\eta)^\beta$ has the unit exponential distribution, and

$$\ln t=\ln\eta+\frac{\ln X}{\beta}.$$

The average of $X^s$ is $\Gamma(1+s)$. The first two derivatives of $\ln\Gamma(1+s)$ at $s=0$ give the mean and variance of $\ln X$: $-C$, with Euler's constant $C\approx0.577$, and $\pi^2/6$. Hence the average of $\ln t$ over $N$ samples, plus $C/\beta$, estimates $\ln\eta$ without bias and with standard deviation

$$s=\frac{\pi}{\beta\sqrt{6N}}=0.143\qquad(N=20).$$

Let $y_1,y_2,y_m$ be these estimates at $E_1,E_2,E_m$. Compare the middle one with the straight line between the outer ones:

$$T=y_m-w_1y_1-w_2y_2,\qquad w_1=\frac{E_2-E_m}{E_2-E_1}=0.528,\quad w_2=1-w_1=0.472.$$

If the E law is true, $T$ averages zero. If the inverse-E law is true, it averages $-\Delta=-0.218$. The three errors are independent, so their variances add, and the standard deviation of $T$ is

$$s\sqrt{1+w_1^2+w_2^2}=0.143\times1.225=0.176.$$

The signal is barely larger than the noise. With the dividing line at $-\Delta/2$, simulated experiments chose the wrong law 27 % of the time, whichever of the two was true. Setting the signal to three standard deviations and solving for $N$ gives

$$N=\left(\frac{3\pi\sqrt{1+w_1^2+w_2^2}}{\sqrt6\,\beta\,\Delta}\right)^2,$$

or 117 samples at each field after rounding up.

**Q:** What if I use five fields and compare $R^2$?

**A:** Here is one simulated data set: five equally spaced fields from 4 to 5 MV/cm, 20 samples each, drawn from the root-E law. Neither of your laws is true for it. Least squares gives $R^2=0.997$ for the E law and $0.999$ for the inverse-E law. The root-mean-square residuals in $\ln\eta$ are 0.077 and 0.032, both below the noise of a single point.

The inverse-E law fits this set better. Yet it extrapolates to $10^{62.7}$ s, where the law that generated the data gives $10^{14.3}$ s. The E law, with the poorer fit, gives $10^{10.7}$ s. This is one draw, so it does not rank the laws. An inverse-E residual this small is unusual, about 2 % of such data sets, but the inverse-E law fits better than the E law in about 37 % of them. It does show that the better fit can have much the worse extrapolation.

**Q:** My software gives error bars on the extrapolated life. Do they not cover this?

**A:** They cover the scatter of the calibration points, given the law. Each two-point prediction is a weighted sum of $y_1$ and $y_2$. At 0.5 MV/cm the weights are 4.5 and $-3.5$ for the E law, which is linear in $E$. For the inverse-E law, linear in $1/E$, they are 36 and $-35$. The standard deviations of $\ln\eta$ are therefore

$$0.143\sqrt{4.5^2+3.5^2}=0.82,\qquad 0.143\sqrt{36^2+35^2}=7.2.$$

Neither approaches the gap of 123, because neither includes the possibility that the law is wrong.

**Q:** Does this affect a real decision, or are all these lives simply long enough?

**A:** Take a chip with 1 V across 20 nm, which is 0.5 MV/cm. Let it contain $M=1000$ times the line length of a test sample, and allow a fraction $q=0.001$ of chips to fail in ten years. If the first failed length kills the chip, its survival probability is $\exp[-M(t/\eta)^\beta]$. Setting this equal to $1-q$ gives

$$t_q=\eta\left[\frac{-\ln(1-q)}{M}\right]^{1/\beta}\approx10^{-3}\,\eta.$$

The factor is common to all the laws, so it cancels in their ratio, but it brings the E-law life down to 2.8 years. The E law rejects the chip and the other three accept it.

The rejection is itself not firm. The shortfall in $\ln t_q$ is 1.27, about 1.6 times the calibration noise of 0.82.

The permitted field shows the disagreement in more manageable numbers. Ten years is $3.156\times10^8$ s, so $\ln\eta$ must exceed $\ln\eta_1$ by

$$L=\ln\frac{3.156\times10^8}{10^{-3}\times10^5}=14.965.$$

Solving each law for the field gives

$$E_1-\frac L\gamma=0.175\ \text{MV/cm},\qquad \left(\frac1{E_1}+\frac LG\right)^{-1}=2.27\ \text{MV/cm}.$$

Across 20 nm these are 0.35 V and 4.5 V. They are consequences of the assumed laws, not design limits.

**Q:** A life of $10^{64}$ s looks absurd. Could missing physics bring the laws together?

**A:** It can change the inverse-E result a great deal. Suppose that law comes from Fowler–Nordheim injection, with life inversely proportional to the tunnel current. For barrier height $\phi$, mass $m$ and voltage $V<\phi/e$ across spacing $d$, the tunnelling exponent is

$$\frac2\hbar\int_0^d\sqrt{2m(\phi-eEx)}\,dx=\frac{4\sqrt{2m}}{3\hbar eE}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right].$$

At $V\ge\phi/e$ the barrier is triangular: the integral stops where the root vanishes, and the second term is absent. That leaves $G/E$. With an assumed mass of half the free-electron mass, $G$ implies $\phi=1.38$ eV. Your tests at 8 and 10 V are in the triangular regime, but 1 V is not. There the second term is present, and it lowers $\ln\eta$ by

$$\frac GE\left(1-\frac{eV}{\phi}\right)^{3/2}=22.6.$$

The current also carries a factor $E^2$. Including it and recalibrating at the same two points lowers $\ln\eta$ by 11.5, with the triangular barrier kept. These two corrections leave most of the gap of 123, but both assume cold electrons. At a test and use temperature $T=378$ K, exciting an electron to the barrier top costs an exponent of only $\phi/(k_BT)=42$, against 134 for cold tunnelling at 1 V. Thermally excited electrons therefore carry the current at the operating field, most of them by tunnelling just below the barrier top. Integrating the injected current over electron energy, with the barrier refitted to the two test lives, leaves a gap of only about 9 between this model and the E law. That number depends on the assumed mass: it is about 15 for 0.3 and about 1 for 1.0 free-electron masses. These numbers belong to this model only. The barrier is fitted to the two lives, not a measured band offset, and life is taken inversely proportional to current, so an electron crossing at 1 V is assumed to do as much damage as one crossing at 8 to 10 V. Within those assumptions, missing physics removes most of the disagreement: even if tunnelling governs the tests, the inverse-E law need not hold at 0.5 MV/cm.

The E law has a low-field fault too. If it describes thermally activated jumps along the field, reverse jumps make the net rate proportional to $e^{\gamma E}-e^{-\gamma E}$. The life then diverges as $1/E$ at zero field instead of staying finite. At 0.5 MV/cm this adds just 0.02 to $\ln\eta$.

**Q:** How close is this example to actual interconnects?

**A:** The inputs are round numbers in the rough regime of organosilicate low-k dielectric between copper lines; they are not data for a particular film. Real lines break the assumption of uniform spacing. At a fixed 1 V, a gap of 19 nm instead of 20 nm changes $\ln\eta$ by $-0.10$ under the E law and $-7.8$ under the inverse-E law. A chip 5 K hotter than a test at 378 K, with a rough activation energy of 0.8 eV, changes it by $-0.32$. Using $\beta=1.5$ instead of 2 in the chip scaling changes $\ln t_q$ by $-2.3$. Conduction through traps, copper drift and barrier lowering by image charge are left out and not sized here. The inverse-E life is therefore a formal extrapolation, not a forecast.

**Q:** Then what measurement would help?

**A:** A longer test at a lower field. At 3 MV/cm the gap is $3.912\times(-1)(-2)/3=2.61$, a life ratio of 13.6. The calibration noise there is 0.32 for the E law and 0.45 for the inverse-E law. Stop the test at the E-law characteristic life, $50\times10^5$ s or 58 days. Of 20 samples, the expected number of failures is

$$20(1-e^{-1})=12.6\quad\text{(E)},\qquad 20\left(1-e^{-1/13.6^2}\right)=0.11\quad\text{(inverse-E)}.$$

That separates these two laws clearly, if the failure mode and $\beta$ stay the same. An intermediate count would not identify a law: with the calibration noise included, the E law itself gives 8 or fewer failures about one time in five. Whichever law survives has been checked down to 3 MV/cm; its use at 0.5 MV/cm still needs lower-field data or a physical argument that the same mechanism governs the whole interval. The numerical output below lists the lives at 0.5 MV/cm, the chip margins and the permitted fields for all four laws.

## Numbers as computed

```
Test fields: 4, 5 MV/cm; lives: 100000, 2000 s
Spacing: 20 nm; use: 1 V, 0.5 MV/cm
Test voltages: 8, 10 V; temperature: 378 K
Weibull shape: 2; samples per field: 20
Chip/test length: 1000; failed fraction: 0.001
gamma: 3.912 cm/MV
G: 78.24 MV/cm
Field of largest window gap: 4.472 MV/cm
Largest window gap in ln life: 0.218
Largest window life ratio: 1.244
Gap in ln life at use field: 123.2
Gap at use field: 53.52 decades
Slopes at use, E and inverse-E: 3.912, 313 cm/MV
E-law life at zero field: 1.981e+04 years
E law: log10(life/s) at use 10.95
root-E law: log10(life/s) at use 14.30
power law: log10(life/s) at use 20.83
inverse-E law: log10(life/s) at use 64.46
Chip scaling factor of life: 0.001
E-law chip life at use: 2.8 years
E law: ln(chip life/10 years) -1.27
root-E law: ln(chip life/10 years) 6.46
power law: ln(chip life/10 years) 21.49
inverse-E law: ln(chip life/10 years) 121.96
E law: permitted field 0.175 MV/cm
root-E law: permitted field 1.203 MV/cm
power law: permitted field 1.704 MV/cm
inverse-E law: permitted field 2.266 MV/cm
Permitted voltage, E and inverse-E: 0.35, 4.53 V
Noise of one ln life (1 sd): 0.143
Noise of mid-field contrast (1 sd): 0.176
Wrong choice if E, inverse-E true: 27, 27 %
Samples per field for 3 sd separation: 117
Noise of ln life at 0.5 MV/cm, E and inverse-E: 0.82, 7.20
Noise of ln life at 3 MV/cm, E and inverse-E: 0.32, 0.45
Five-field fit, E law: R2 0.9967, rms 0.077, log10(life/s) at use 10.7
Five-field fit, inverse-E law: R2 0.9994, rms 0.032, log10(life/s) at use 62.7
Life ratio at 3 MV/cm: 13.6
Stop time of 3 MV/cm test: 57.9 days
Expected failures of 20, E and inverse-E: 12.6, 0.11
Neglected effects, change of ln life at use:
1 nm narrower, E and inverse-E: -0.10, -7.82
5 K hotter at 0.8 eV: -0.32
Shape 1.5 in chip scaling: -2.30
Reverse jumps in E law: +0.020
E squared prefactor in inverse-E law: -11.5
Barrier from G at mass 0.5 m_e: 1.38 eV
Trapezoidal barrier at use voltage: -22.6
```
